\section*{Long-Time Diffusion of an Ion on a Chain with Random Bonds}

\section*{The model}

In a disordered dielectric a positive ion can move by thermally activated hops between neighbouring sites. In a one-dimensional model the sites lie at $x=na$, with $n$ an integer. Bond $n$ joins sites $n$ and $n+1$. The ion crosses it at the rate $w_n$ from left to right and at the same rate from right to left. Equal rates mean that all sites have the same energy and that only the barriers between them vary.

The rates are frozen in time. They are drawn from a law that is unchanged by a shift along the chain and is ergodic, so that an average along one long chain equals the average over the law, written $\langle\cdots\rangle$. Independent, identically distributed bonds are one case. We assume
\begin{equation}
0<w_n\le w_{\max},\qquad \langle 1/w\rangle<\infty .
\end{equation}
The ion starts at site $0$, and $X$ is its site index at time $t$. The symbol $E_w$ denotes an average over hops in one fixed set of rates, and $E=\langle E_w\rangle$ averages over the rates too. The long-time diffusivity is
\begin{equation}
D=\lim_{t\to\infty}\frac{a^2E[X^2]}{2t}.
\end{equation}
There is a single ion and, until part (f), no field.

\section*{(a) Master equation and short times}

Write the master equation. Show that the probability of going from $m$ to $n$ equals that of going from $n$ to $m$, and find $a^2E[X^2]/(2t)$ for $t\to0$.

\textit{Solution.} Let $P(n,t|m)$ be the probability of being at $n$ after a time $t$, having started at $m$. Each site gains and loses through its two bonds:
\begin{equation}
\frac{dP_n}{dt}=w_n(P_{n+1}-P_n)+w_{n-1}(P_{n-1}-P_n).
\end{equation}
This is $dP/dt=LP$, with $L_{n,n+1}=L_{n+1,n}=w_n$, so $L$ is symmetric. Since the rates are bounded, the series $e^{Lt}=\sum_k (Lt)^k/k!$ converges. Every power of $L$ is symmetric, hence
\begin{equation}
P(n,t|m)=P(m,t|n).
\label{sym}
\end{equation}
At short times at most one hop matters to first order in $t$. It changes $X^2$ from $0$ to $1$ and occurs at the rate $w_0+w_{-1}$. Thus $E[X^2]=2\langle w\rangle t+O(t^2)$, and the requested ratio tends to $a^2\langle w\rangle$. This describes an ion that has not yet had to cross bonds other than those next to its start. It does not settle the long-time value.

\section*{(b) A coordinate without drift}

In a fixed set of rates the mean velocity at site $n$ is $a(w_n-w_{n-1})$, which is generally not zero. Find a function $h(n)$, with $h(0)=0$, whose mean rate of change vanishes at every site, and scale it so that $h(n)/n\to1$ at large distance.

\textit{Solution.} Let $s_n=h(n+1)-h(n)$. A hop to the right changes $h$ by $s_n$, and a hop to the left changes it by $-s_{n-1}$. The mean rate of change is therefore
\begin{equation}
w_ns_n-w_{n-1}s_{n-1}=0 .
\end{equation}
So $w_ns_n$ is the same for all bonds. Call it $c$; then $s_n=c/w_n$. For $n>0$,
\begin{equation}
\frac{h(n)}{n}=\frac{c}{n}\sum_{k=0}^{n-1}\frac1{w_k}\longrightarrow c\left\langle\frac1w\right\rangle
\end{equation}
by ergodicity, and likewise for $n\to-\infty$. The required scale is
\begin{equation}
c=\frac{1}{\langle1/w\rangle}.
\end{equation}
The new coordinate stretches slow bonds and shrinks fast ones. It is also the profile of a steady current: if the occupation falls by $J/w_n$ across bond $n$, every bond carries the same current $J$. Slow bonds act like large resistances in series.

\section*{(c) Mean square in the new coordinate}

Find $E[h(X)^2]$ at time $t$.

\textit{Solution.} First keep the rates fixed. The number of hops is bounded by a Poisson process of rate $2w_{\max}$, and $h$ grows at most linearly with $|n|$, so all the averages below are finite. With the ion at $n$, the mean rate of change of $h^2$ is
\begin{align}
&w_n\left[(h+s_n)^2-h^2\right]+w_{n-1}\left[(h-s_{n-1})^2-h^2\right]\nonumber\\
&\quad=2h(w_ns_n-w_{n-1}s_{n-1})+w_ns_n^2+w_{n-1}s_{n-1}^2 .
\end{align}
The first bracket is zero by part (b). Inserting $s_n=c/w_n$ in the rest gives
\begin{equation}
\frac{d}{dt}E_w[h^2]=E_w[q(X)],\qquad
q(n)=c^2\left(\frac1{w_n}+\frac1{w_{n-1}}\right).
\label{hq}
\end{equation}

Now average over the rates. Let $G(m,n)$ be any quantity fixed by the rates as seen from a starting site $m$ and a final site $n$. Shifting the whole chain by $n$ sites leaves the law unchanged and moves the pair $(0,n)$ to $(-n,0)$. Using \eqref{sym} in the second step,
\begin{align}
\sum_n\langle P(n,t|0)\,G(0,n)\rangle
&=\sum_n\langle P(0,t|{-n})\,G(-n,0)\rangle\nonumber\\
&=\sum_n\langle P(-n,t|0)\,G(-n,0)\rangle\nonumber\\
&=\sum_n\langle P(n,t|0)\,G(n,0)\rangle ,
\label{swap}
\end{align}
where the last line renames $-n$ as $n$. Start and end may be exchanged. The sums may be rearranged when $G\ge0$ or when they converge absolutely.

Take $G(m,n)=q(n)$. The right side is $\langle q(0)\sum_nP(n,t|0)\rangle=\langle q(0)\rangle$, because the probabilities add to one. Hence
\begin{equation}
E[q(X)]=\langle q(0)\rangle=2c^2\langle1/w\rangle=2c .
\end{equation}
The same argument holds for any non-negative function of the rates around the ion: their distribution, as seen from the moving ion, does not change with time. With $h(0)=0$, integration of \eqref{hq} gives
\begin{equation}
E[h(X)^2]=2ct\qquad\text{for every }t\ge0 .
\label{h2}
\end{equation}

\section*{(d) Back to the true position}

Relate $E[X^2]$ to $E[h^2]$, and find $D$.

\textit{Solution.} Consider first the mixed average $E[Xh]$. With fixed rates and the ion at $n$, the mean rate of change of $nh$ is
\begin{align}
&w_n[(n+1)(h+s_n)-nh]+w_{n-1}[(n-1)(h-s_{n-1})-nh]\nonumber\\
&\quad=n(w_ns_n-w_{n-1}s_{n-1})+h(w_n-w_{n-1})+w_ns_n+w_{n-1}s_{n-1}\nonumber\\
&\quad=h(n)\,b(n)+2c,\qquad b(n)=w_n-w_{n-1}.
\end{align}
To average $hb$, use \eqref{swap} with $G(m,n)=[h(n)-h(m)]\,b(n)$. The sum converges absolutely, since $b$ is bounded and $E[h^2]$ is finite. Exchanging start and end changes the sign of the difference in $h$, so that
\begin{equation}
E[h(X)b(X)]=-\big\langle b(0)\,E_w[h(X)]\big\rangle=0 ,
\end{equation}
because $E_w[h(X)]$ starts at zero and has no drift. Therefore $E[Xh]=2ct$. Expanding the square and using \eqref{h2},
\begin{equation}
E[(X-h)^2]=E[X^2]-4ct+2ct,
\end{equation}
that is,
\begin{equation}
E[X^2]=2ct+E[(X-h)^2].
\label{split}
\end{equation}
Averaged over the rates, the mean square displacement is thus never below $2a^2ct$. For one fixed chain and one starting site it can lie below this value, for instance when the ion starts between two slow bonds.

It remains to show that the last term grows more slowly than $t$. By part (b), for any $\varepsilon>0$ each set of rates has a finite number $C_\varepsilon$ such that
\begin{equation}
|n-h(n)|\le\varepsilon|n|+C_\varepsilon\quad\text{for all }n .
\end{equation}
Since $s_n\ge c/w_{\max}$, we also have $|n|\le K|h(n)|$ with $K=w_{\max}/c$. Choose a number $M$ and separate the sets of rates according to the size of $C_\varepsilon$.

If $C_\varepsilon\le M$, then $(X-h)^2\le2\varepsilon^2X^2+2M^2$. Because $E[X^2]\le K^2E[h^2]=2K^2ct$, these sets contribute at most $4\varepsilon^2K^2ct+2M^2$ to $E[(X-h)^2]$.

If $C_\varepsilon>M$, use $(X-h)^2\le(1+K)^2h^2$. Let $A$ denote this group of sets and $1_A$ its indicator, which is $1$ in the group and $0$ outside. Integrating \eqref{hq} within the group, and splitting $q$ at a value $Q$,
\begin{equation}
\frac{E[h^2 1_A]}{t}=\frac1t\int_0^tE[q(X_s)1_A]\,ds
\le Q\,\mathrm{Prob}(A)+\langle q(0)\,1_{q(0)>Q}\rangle ,
\end{equation}
where $X_s$ is the site at time $s$. The last term does not depend on $s$, because the distribution of $q$ seen by the ion is constant. Together,
\begin{align}
\frac{E[(X-h)^2]}{t}\le{}&4\varepsilon^2K^2c+\frac{2M^2}{t}\nonumber\\
&+(1+K)^2\left[Q\,\mathrm{Prob}(A)+\langle q(0)1_{q(0)>Q}\rangle\right].
\end{align}
Let $t\to\infty$, which removes the second term. Then let $M\to\infty$, so that $\mathrm{Prob}(A)\to0$; then $Q\to\infty$, where the last average vanishes because $\langle q(0)\rangle$ is finite; and finally $\varepsilon\to0$. The left side tends to zero, and \eqref{split} gives
\begin{equation}
\boxed{D=a^2c=\frac{a^2}{\langle1/w\rangle}} .
\label{D}
\end{equation}

For equal rates this is $a^2w$, with $w$ the rate in one direction; the total rate of leaving a site is $2w$. The mean inverse rate appears because an ion that travels far on a line must cross every bond in between. In two or three dimensions it can go around a slow bond, and this derivation does not apply. It also fails if the site energies differ, since \eqref{sym} is then lost. If a finite fraction of independent bonds is closed, $w=0$, the ion stays between two closed bonds and its displacement is bounded in each chain.

The approach to the limit was computed on a ring of 1500 bonds with shuffled barriers, averaged over all starting sites. The barrier law is that of part (g). For $\sqrt{2ct}=1$, $10$ and $100$ sites, the ratio $E[X^2]/(2ct)$ is $2.80$, $1.167$ and $1.020$. The excess over one agrees with the separately computed $E[(X-h)^2]/(2ct)$, as \eqref{split} requires. Its decay can be estimated. Over $\ell$ independent bonds the variance of $n-h$ grows as $\ell$ if $\langle1/w^2\rangle$ is finite, as it is for this barrier law, while $2ct$ is $\ell^2$, which suggests an excess proportional to $1/\ell$. For the barrier law of part (g), with $z$ as defined there, the variance per bond is $c^2\langle1/w^2\rangle-1=z\coth z-1=1.92$. With $E|X|\approx\sqrt{2/\pi}\,\ell$ the estimate gives an excess of $1.53/\ell$, or $0.015$ at $\ell=100$. It neglects the correlation between the path and the rates. The ratios quoted above belong to one shuffle: other shuffles of 1500 bonds scatter about them by roughly $0.07$, $0.02$ and $0.004$, so the last digits are not significant. A ring of $150\,000$ bonds gives $2.80$, $1.16$ and $1.015$, in line with the $1/\ell$ estimate at large distance.

\section*{(e) A second route: a repeating cell}

Let the rates repeat after $N$ bonds. Find the slowest relaxation rate $\lambda$ of a density wave with a small phase advance $\phi$ per site, and compare it with \eqref{D}.

\textit{Solution.} Put $P_n=e^{-\lambda t}e^{i\phi n}u_n$ with $u_{n+N}=u_n$. The master equation becomes
\begin{equation}
\lambda u_n=w_n(u_n-e^{i\phi}u_{n+1})+w_{n-1}(u_n-e^{-i\phi}u_{n-1}).
\end{equation}
Multiplying by $u_n^*$, summing over the cell and collecting the terms of each bond gives
\begin{equation}
\lambda=\frac{\sum_nw_n|e^{i\phi}u_{n+1}-u_n|^2}{\sum_n|u_n|^2}.
\label{quot}
\end{equation}
At $\phi=0$ the slowest mode is $u_n=1$ with $\lambda=0$. It is the single mode with this value, since all bonds are open. For small $\phi$ write $u_n=1+i\phi r_n+O(\phi^2)$. Then
\begin{equation}
e^{i\phi}u_{n+1}-u_n=i\phi(1+r_{n+1}-r_n)+O(\phi^2).
\end{equation}
Since $\lambda=O(\phi^2)$, the terms of order $\phi$ in the eigenvalue equation must cancel:
\begin{equation}
w_n(1+r_{n+1}-r_n)=w_{n-1}(1+r_n-r_{n-1})=J .
\end{equation}
Divide by $w_n$ and sum over the cell. The differences of $r$ cancel around the cell, leaving $N=J\sum_n1/w_n$. So $J=c$, with $1/c$ now the cell mean of $1/w$. Equation \eqref{quot} yields
\begin{equation}
\lambda=\frac{\phi^2}{N}\sum_nw_n\frac{c^2}{w_n^2}+O(\phi^3)=c\phi^2+O(\phi^3).
\end{equation}
Complex conjugation of the eigenvalue equation turns $\phi$ into $-\phi$, so $\lambda$ is even in $\phi$ and the remainder is in fact $O(\phi^4)$. A diffusing wave of wave number $k=\phi/a$ decays at the rate $Dk^2$, so $D=a^2c$ again.

As an example take the five rates $0.2$, $1$, $3$, $0.5$ and $2$ in a common unit. Their mean inverse is
\begin{equation}
\frac{5+1+0.3333+2+0.5}{5}=1.7667,
\end{equation}
so $c=0.5660$. Diagonalizing the matrix at small phase gives $D/a^2=0.5660$ in the same unit. The arithmetic mean rate is $1.34$, more than twice as large. The slowest bond alone supplies $5$ of the $8.83$ units in the sum of inverse rates.

\section*{(f) Drift in a field}

A uniform local field $F$ acts on an ion of charge $e$. The barrier tops lie midway between sites. The field also shifts the tops and the sites slightly; we neglect this, which is justified for smooth barriers when $(eFa)^2$ is much smaller than $k_BT$ times the barrier height. Then hops along the field have the rate $w_ne^{f/2}$ and hops against it $w_ne^{-f/2}$, with $f=eFa/(k_BT)$. Find the steady mean velocity on a ring of $N$ bonds.

\textit{Solution.} The ratio of the two rates is $e^f$, as detailed balance requires for an energy drop $eFa$. In the steady state the net current $J$ is the same through each bond:
\begin{equation}
J=w_n\left(p_ne^{f/2}-p_{n+1}e^{-f/2}\right).
\end{equation}
Divide by $w_n$ and sum around the ring. Both sums of $p$ equal one, hence
\begin{equation}
J\sum_n\frac1{w_n}=e^{f/2}-e^{-f/2}=2\sinh\frac f2 .
\end{equation}
Each net crossing moves the ion by $a$, and there are $N$ bonds, so $v=aNJ$:
\begin{equation}
v=2ac\,\sinh\frac f2 .
\label{v}
\end{equation}
The disorder enters through $c$ alone, at any field for which the assumed rates hold. For $f\ll1$, $\sinh(f/2)\approx f/2$ and
\begin{equation}
v\approx acf=\frac{eFa^2c}{k_BT}=\frac{eD}{k_BT}F ,
\end{equation}
which is the Einstein relation with the long-time $D$. For $f\gg1$ the formula gives $v\approx ac\,e^{f/2}$, but the assumed rates require $f^2$ to be much smaller than the barrier height over $k_BT$, which is about $26$ in part (g), so this range is narrow. For overdamped motion over a smooth cosine barrier of $0.9$ eV at $400$ K the velocity is $0.996$, $0.97$ and $0.82$ of \eqref{v} at $f=1.45$, $4$ and $10$. For a long ring cut from the random chain, the ring mean of $1/w$ approaches $\langle1/w\rangle$. The steady state of the five-bond cell, solved as a linear system at $f=1.4506$, gives $v/a=0.8950$ in the rate unit, in agreement with \eqref{v}.

\section*{(g) Thermal barriers and a worked example}

Let $w=\nu e^{-\mathcal E/k_BT}$, with the barrier $\mathcal E$ uniformly distributed between $E_0-\Delta$ and $E_0+\Delta$. Find $D$ and its apparent activation energy. Then evaluate $D$ and the drift time across a film of $100$ nm for $a=0.50$ nm, $\nu=10^{13}$ s$^{-1}$, $E_0=0.90$ eV, $\Delta=0.10$ eV, $T=400$ K and $F=10^8$ V/m. These are round model parameters.

\textit{Solution.} Put $\mathcal E=E_0+k_BT\,y$ and $z=\Delta/(k_BT)$. Then $y$ is uniform on $[-z,z]$, and
\begin{equation}
\left\langle\frac1w\right\rangle=\frac{e^{E_0/k_BT}}{\nu}\,\frac1{2z}\int_{-z}^{z}e^{y}dy
=\frac{e^{E_0/k_BT}}{\nu}\,\frac{\sinh z}{z}.
\end{equation}
Therefore
\begin{equation}
D=a^2\nu e^{-E_0/k_BT}\,\frac{z}{\sinh z}.
\end{equation}
With $\beta=1/(k_BT)$ and $z=\beta\Delta$,
\begin{equation}
\ln D=\ln(a^2\nu)-\beta E_0+\ln(\beta\Delta)-\ln\sinh(\beta\Delta),
\end{equation}
and the apparent activation energy is
\begin{equation}
E_{\rm app}=-\frac{d\ln D}{d\beta}=E_0+\Delta\coth z-k_BT .
\end{equation}
For $z\ll1$, $\coth z\approx1/z+z/3$ gives $E_{\rm app}\approx E_0+\Delta^2/(3k_BT)$, so weak disorder raises the activation energy only slightly. For $z\gg1$ it tends to $E_0+\Delta-k_BT$, set by the top of the barrier distribution.

For the numbers, $k_BT=0.03447$ eV, $z=2.901$ and $\sinh z/z=3.126$. The rate over the central barrier is $\nu e^{-E_0/k_BT}=45.76$ s$^{-1}$. Hence
\begin{align}
c&=\frac{45.76}{3.126}\ \mathrm{s^{-1}}=14.64\ \mathrm{s^{-1}},\\
D&=(0.50\times10^{-9}\ \mathrm m)^2(14.64\ \mathrm{s^{-1}})
=3.66\times10^{-18}\ \mathrm{m^2/s},
\end{align}
or $3.66\times10^{-14}$ cm$^2$/s. The average $\langle w\rangle$ contains the integral of $e^{-y}$, which has the same value, so $\langle w\rangle\langle1/w\rangle=(\sinh z/z)^2=9.77$. The short-time value $a^2\langle w\rangle$ is thus nearly ten times $D$. The apparent activation energy is $0.966$ eV, which is $0.066$ eV above the mean barrier.

The field gives $f=1.451$ and $\sinh(f/2)=0.791$, so
\begin{equation}
v=2(0.50\times10^{-9}\ \mathrm m)(14.64\ \mathrm{s^{-1}})(0.791)
=1.16\times10^{-8}\ \mathrm{m/s}.
\end{equation}
The film thickness divided by this speed is $8.6$ s. This is a mean over chains. The film holds only 200 bonds, so the mean crossing time varies from chain to chain by about $\sqrt{1.92/200}\approx10\%$. The weak-field law gives $1.06\times10^{-8}$ m/s, about $8\%$ below the full value.

These figures belong to one ion on a line in a given local field. Repulsion between ions, the field of accumulated charge, differences in site energy and paths around high barriers are left out. The last omission is not small. With the same independent barriers on a square lattice, $D$ is close to $a^2\nu e^{-E_0/k_BT}$, about three times the value on the line, and $E_{\rm app}\approx E_0$. On a simple cubic lattice $D$ is about five times the value on the line and $E_{\rm app}$ lies about $0.03$ eV below $E_0$. That disorder raises the activation energy is a property of transport along a line. The exponential dependence on $E_0$ also matters: at $400$ K a change of $0.08$ eV in all barriers changes the drift time by a factor of about ten.

\section*{Computed values}
\begin{verbatim}
site spacing a = 0.50 nm
attempt rate nu = 1.0e+13 1/s
central barrier E0 = 0.90 eV
barrier half-width Delta = 0.10 eV
temperature T = 400 K
thermal energy k_B T = 0.03447 eV
z = Delta/(k_B T) = 2.9011 (no unit)
cell rates = [0.2 1.  3.  0.5 2. ] (rate unit)
cell mean inverse rate = 1.76667 (1/rate unit)
cell 1/<1/w> = 0.56604 (rate unit)
cell D/a^2 from Bloch matrix = 0.56604 (rate unit)
cell arithmetic mean rate = 1.34000 (rate unit)
cell drift v/a at f of example, solved = 0.89498 (rate unit)
cell drift v/a at f of example, sinh law = 0.89498 (rate unit)
disorder factor sinh(z)/z = 3.1263 (no unit)
ring size = 1500 sites
ring short-time E[n^2]/(2t) = 3.124 (central rate)
ring 1/<1/w> = 0.31986 (central rate)
sqrt(2ct) =   1 sites: E[h^2]/(2ct) = 1.000000, E[n^2]/(2ct) = 2.8035, E[(n-h)^2]/(2ct) = 1.8035
sqrt(2ct) =   3 sites: E[h^2]/(2ct) = 1.000000, E[n^2]/(2ct) = 1.5783, E[(n-h)^2]/(2ct) = 0.5782
sqrt(2ct) =  10 sites: E[h^2]/(2ct) = 1.000000, E[n^2]/(2ct) = 1.1671, E[(n-h)^2]/(2ct) = 0.1671
sqrt(2ct) =  30 sites: E[h^2]/(2ct) = 1.000000, E[n^2]/(2ct) = 1.0569, E[(n-h)^2]/(2ct) = 0.0569
sqrt(2ct) = 100 sites: E[h^2]/(2ct) = 1.000000, E[n^2]/(2ct) = 1.0195, E[(n-h)^2]/(2ct) = 0.0195
central rate nu exp(-E0/k_B T) = 4.5761e+01 1/s
mean inverse rate <1/w> = 6.8318e-02 s
effective rate 1/<1/w> = 1.4637e+01 1/s
long-time diffusivity D = 3.6594e-18 m^2/s = 3.6594e-14 cm^2/s
short-time value a^2 <w> = 3.5766e-17 m^2/s
ratio a^2 <w> / D = 9.774 (no unit)
apparent activation energy, formula = 0.96614 eV
apparent activation energy, difference = 0.96614 eV
local field F = 1.0e+08 V/m
f = e F a/(k_B T) = 1.4506 (no unit)
drift speed, sinh law = 1.1572e-08 m/s
drift speed, weak-field law = 1.0616e-08 m/s
film thickness = 100 nm
drift time thickness/speed = 8.642 s
\end{verbatim}
